\section*{The muonic 1s state in a charged sphere of lead size}

\section*{Problem}

A negative muon is bound to a nucleus with $Z=82$ and mass $208$ u. The nuclear charge fills a sphere of radius $R=7.10$ fm uniformly. These are round model parameters of lead size. The muon is treated without relativity, the sphere is rigid, and the potential energy vanishes at infinity.

(a) Find the binding energy $B=-E$ of the 1s state.

(b) Find what the 1s energy tends to when the sphere becomes large compared with the Bohr radius of the muon, and how fast it does so.

Throughout, $\mu$ is the reduced mass and
\[
k=\frac{Ze^2}{4\pi\varepsilon_0},\qquad a=\frac{\hbar^2}{\mu k},\qquad s=\frac{R}{a},\qquad t=\sqrt{s}.
\]

\section*{A tempting solution}

Outside the sphere the field is that of a point charge. A nucleus is tiny compared with an atom, so the muon is nearly always outside, and the hydrogen formula with the muon's mass should do. With $k=1.8918\times10^{-26}$ J\,m and $\mu=1.8825\times10^{-28}$ kg one has $a=3.123$ fm and
\[
B_{\rm point}=\frac{k}{2a}=18.9\ \text{MeV}.
\]
If the size matters at all, first-order perturbation theory will correct for it.

\section*{Where it fails}

The nucleus is tiny compared with an \emph{electronic} atom. Here $s=7.10/3.1228=2.274$: the Bohr radius lies well inside the sphere. The point-charge state has the radial density $4r^2e^{-2r/a}/a^3$, and integrating it from $0$ to $R$ gives the fraction inside,
\[
1-e^{-2s}(1+2s+2s^2)=1-0.0106\times15.89\approx0.83 .
\]
So $83\%$ of the assumed state lies where the assumed field is wrong.

The usual correction does not rescue the result. To derive it we need the true potential. At $r<R$ the enclosed charge is the fraction $(r/R)^3$ of the whole, so $dV/dr=(k/r^2)(r/R)^3=kr/R^3$. Integrating inward from $V(R)=-k/R$,
\[
V(r)=-\frac kR-\int_r^R\frac{kr'}{R^3}\,dr'=-\frac{k}{2R}\left(3-\frac{r^2}{R^2}\right)\quad(r<R),
\]
while $V=-k/r$ for $r>R$. With $x=r/R$, the sphere potential exceeds the point potential inside by
\begin{equation}
\frac kR\left[\frac1x-\frac{3-x^2}{2}\right]=\frac kR\,\frac{x^3-3x+2}{2x}=\frac kR\,\frac{(x-1)^2(x+2)}{2x}\ \ge0 .
\label{cubic}
\end{equation}
For a small nucleus the 1s density is nearly constant over the sphere, equal to $1/(\pi a^3)$. The first-order shift is then
\begin{align*}
\Delta E&\approx\frac{1}{\pi a^3}\,4\pi R^3\,\frac kR\int_0^1\left(x-\frac{3x^2}{2}+\frac{x^4}{2}\right)dx\\
&=\frac{4kR^2}{a^3}\left(\frac12-\frac12+\frac1{10}\right)=\frac{2kR^2}{5a^3}=\frac{4s^2}{5}\,\frac{k}{2a}.
\end{align*}
For $s=2.274$ this is $4.14\times18.9\approx78$ MeV upward, and the muon would not be bound at all. The constant density is to blame for this absurd size: it would put a probability $\frac43\pi R^3/(\pi a^3)=\frac43s^3\approx16$ inside the sphere. Averaging (\ref{cubic}) over the full point-charge density instead gives
\[
\Delta E=\frac kR\,4s^3\int_0^1x^2e^{-2sx}\,\frac{(x-1)^2(x+2)}{2x}\,dx\approx17.1\ \text{MeV}.
\]
The muon is then bound, but by only $1.8$ MeV, far from the $10.4$ MeV found below. First-order theory keeps the point-charge state, and that state is too compact for the real well. The constant-density formula is sound when $s\ll1$. At $s=0.005$ the true shift is $0.994$ times the formula, so the formula is good to better than $1\%$ there.

\section*{The right solution}

\subsection*{Scaled equation}

For an s state write the wave function as $u(r)/(r\sqrt{4\pi})$. Then
\[
-\frac{\hbar^2}{2\mu}\frac{d^2u}{dr^2}+Vu=Eu,\qquad u(0)=0 .
\]
Set $E=\varepsilon k/R$ and $V=vk/R$, and multiply by $-2\mu R^2/\hbar^2$. Since $(2\mu R^2/\hbar^2)(k/R)=2R/a=2s$, with primes on $u$ now denoting $d/dx$,
\begin{equation}
u''=2s\,(v-\varepsilon)\,u .
\label{scaled}
\end{equation}
The scaled energy therefore depends on $s$ alone.

\subsection*{Inside the sphere}

Here $v=-(3-x^2)/2$ and $s=t^2$, so
\[
u''=\left[t^2x^2-2t^2\left(\varepsilon+\tfrac32\right)\right]u .
\]
This is an oscillator equation. Put $u=g\,w(z)$ with $g=xe^{-tx^2/2}$ and $z=tx^2$. Then
\[
\frac{g'}{g}=\frac1x-tx,\qquad
\frac{g''}{g}=\left(\frac1x-tx\right)^2-\frac1{x^2}-t=t^2x^2-3t .
\]
Also $dw/dx=2tx\,w_z$ and $d^2w/dx^2=4tz\,w_{zz}+2t\,w_z$. Inserting these in $u''=g\,d^2w/dx^2+2g'\,dw/dx+g''w$ and cancelling $t^2x^2w$,
\[
4tz\,w_{zz}+(2t+4t-4tz)\,w_z-3t\,w+2t^2\left(\varepsilon+\tfrac32\right)w=0 .
\]
Division by $4t$ gives Kummer's equation,
\begin{equation}
z\,w_{zz}+\left(\tfrac32-z\right)w_z-A\,w=0,\qquad
A=\frac34-\frac t2\left(\varepsilon+\frac32\right).
\label{inside}
\end{equation}
Its regular solution is
\[
M(A,\beta,z)=\sum_{n=0}^\infty\frac{(A)_n}{(\beta)_n}\frac{z^n}{n!},\qquad \beta=\tfrac32,
\]
with $(q)_n=q(q+1)\cdots(q+n-1)$ and $(q)_0=1$. The second solution starts as $z^{-1/2}\propto1/x$, which would make $u(0)\ne0$, and is rejected. Term-by-term differentiation gives $dM/dz=(A/\beta)\,M(A+1,\beta+1,z)$.

\subsection*{Outside the sphere}

Here $v=-1/x$. With $p=\sqrt{-2s\varepsilon}$, equation (\ref{scaled}) reads $u''=(p^2-2s/x)u$. Put $u=g\,w(y)$, now with $g=xe^{-px}$ and $y=2px$. Then
\[
\frac{g'}g=\frac1x-p,\qquad \frac{g''}g=\left(\frac1x-p\right)^2-\frac1{x^2}=p^2-\frac{2p}{x},
\]
and the equation becomes
\[
4p^2w_{yy}+4p\left(\frac1x-p\right)w_y+\frac{2s-2p}{x}\,w=0 .
\]
Multiplying by $x/(2p)$ and writing $\nu=s/p$,
\[
y\,w_{yy}+(2-y)\,w_y-(1-\nu)\,w=0 .
\]
This is again Kummer's equation. A general solution grows as $e^y$ and spoils the decay of $u$. The acceptable one, $U(\alpha,2,y)$ with $\alpha=1-\nu$, is fixed by $U\to y^{-\alpha}$ at large $y$. Differentiating Kummer's equation once shows that $dU/dy$ solves the same equation with both parameters raised by one. It behaves as $-\alpha y^{-\alpha-1}$, hence $dU/dy=-\alpha\,U(\alpha+1,3,y)$.

\subsection*{Matching}

The potential is finite at $x=1$, so $u$ and $u'$ are continuous there, and so is their ratio. Inside, $dz/dx=2t$ at the surface; outside, $dy/dx=2p$. Therefore
\begin{equation}
1-t+\frac{4tA}{3}\,\frac{M(A+1,\frac52,t)}{M(A,\frac32,t)}
=1-p-2p(1-\nu)\,\frac{U(2-\nu,3,2p)}{U(1-\nu,2,2p)} .
\label{match}
\end{equation}
Since $A$, $p$ and $\nu$ are functions of $\varepsilon$ and $s$, this is one equation for one unknown. The 1s state is its lowest root.

\subsection*{The number for lead size}

For $s=2.27362$ and $t=1.50785$ the root is $\varepsilon=-0.626283$. It can be checked by hand up to the Kummer functions:
\begin{align*}
A&=0.75-\tfrac12(1.50785)(0.873717)=0.0913,\\
p&=\sqrt{2(2.27362)(0.626283)}=1.6876,\qquad
\nu=\frac{2.27362}{1.68756}=1.3473 .
\end{align*}
Both sides of (\ref{match}) then equal $-0.1689$. With $k/R=16.63$ MeV,
\[
B=0.6263\times16.63\ \text{MeV}=10.4\ \text{MeV}=1.67\times10^{-12}\ \text{J}.
\]
This is $55\%$ of the point-charge value and answers part (a).

That this root is the ground state follows from the absence of nodes. Inside, $A>0$ makes every term of $M$ positive. Outside, scale $u(1)=1$. Up to the turning point $x=1/|\varepsilon|=1.597$, $u$ is concave as long as it is positive, and it starts with slope $-0.169$. It therefore falls, and its curvature is at most $2s-p^2=1.70$ in magnitude. Over the distance $0.597$ it can drop by at most $0.169(0.597)+\frac12(1.70)(0.597)^2\approx0.40$, so it stays positive. Beyond the turning point $u''/u>0$, and a solution with a zero there would grow in magnitude afterwards instead of decaying. As an independent test, diagonalizing the radial Hamiltonian on a grid gives the same lowest energy to all printed digits.

\section*{What holds the muon}

The mean energies in the 1s state are $\langle T\rangle=5.10$ MeV and $\langle V\rangle=-15.52$ MeV. For the point charge, the Coulomb virial theorem gives $18.91$ and $-37.81$ MeV. Compared with the point charge, $22.3$ MeV of attraction is lost and $13.8$ MeV of kinetic energy is saved. Both figures include the effect of the muon's wider spread in the weaker field. The difference is the lost binding, $8.5$ MeV.

The rms distance is $9.3$ fm, against $\sqrt3\,a=5.4$ fm for the point charge, and the probability of finding the muon inside the sphere is $0.44$. The $83\%$ found earlier belonged to the wrong state. It showed that the point-charge solution was inconsistent; it did not describe the muon in the real well.

The mean energies also tell how sensitive $B$ is to the chosen radius. First, stretch the state by replacing $\psi(\mathbf r)$ with $\lambda^{3/2}\psi(\lambda\mathbf r)$. Its energy is $\lambda^2\langle T\rangle+\langle V(r/\lambda)\rangle$. This is stationary at $\lambda=1$, so $2\langle T\rangle=\langle r\,\partial V/\partial r\rangle$. Second, $V$ is homogeneous of degree $-1$ in $r$ and $R$ together, so $r\,\partial V/\partial r+R\,\partial V/\partial R=-V$. Third, at fixed $k$ and $\mu$ the Hellmann--Feynman theorem gives $dE/dR=\langle\partial V/\partial R\rangle$. Combining the three,
\[
R\frac{dE}{dR}=-\langle V\rangle-2\langle T\rangle=15.52-10.20=5.32\ \text{MeV}.
\]
Hence $dB/dR=-5.32/7.10\approx-0.75$ MeV/fm: a radius larger by $0.1$ fm lowers the binding by about $0.07$ MeV. For a point charge $\langle V\rangle=-2\langle T\rangle$ and the right side vanishes, as it must.

\section*{The large-sphere limit}

\subsection*{The oscillator energy}

If the muon stayed inside, it would see a parabola of depth $3k/(2R)$ and force constant $k/R^3$. The frequency and oscillator length follow:
\[
\omega=\sqrt{\frac{k}{\mu R^3}},\qquad
\frac{\hbar\omega}{k/R}=\frac{\hbar}{\sqrt{\mu kR}}=\sqrt{\frac aR}=\frac1t,\qquad
b=\sqrt{\frac{\hbar}{\mu\omega}}=\frac{R}{\sqrt t}.
\]
The last step uses $b^2=\hbar^2/(\mu\hbar\omega)=(\hbar^2/\mu k)\,Rt=aRt=R^2/t$. So $b/R\to0$ as $t$ grows, and the state does retreat into the parabola. Its energy there is
\begin{equation}
E_{\rm osc}=-\frac{3k}{2R}+\frac32\hbar\omega,\qquad
\varepsilon_{\rm osc}=-\frac32+\frac3{2t}.
\label{osc}
\end{equation}
In (\ref{inside}) this is the case $A=0$, for which $M=1$ and $u$ is the Gaussian ground state.

\subsection*{Bounds from one cubic}

Beyond the surface the true potential differs from the continued parabola by
\[
\Delta v=-\frac1x+\frac{3-x^2}2=-\frac{(x-1)^2(x+2)}{2x}\le0\qquad(x>1),
\]
the cubic of (\ref{cubic}) with the opposite sign. The oscillator ground state $\phi$, used as a trial function in the true potential, has the scaled energy $\varepsilon_{\rm osc}+\delta$, where $\delta=\langle\phi|\Delta v|\phi\rangle<0$. By the variational principle $\varepsilon\le\varepsilon_{\rm osc}+\delta$. Conversely, the true state used as a trial function for the point charge shows that $E$ lies above $-k/(2a)$, because the sphere potential is nowhere lower than $-k/r$. Together,
\[
-\varepsilon_{\rm osc}-\delta\ \le\ \frac{BR}{k}\ <\ \frac s2 .
\]

To evaluate $\delta$, note that $\int_0^\infty x^2e^{-tx^2}dx=\sqrt\pi/(4t^{3/2})$, so the normalized radial density is $(4t^{3/2}/\sqrt\pi)\,x^2e^{-tx^2}$ and
\[
\delta=-\frac{4t^{3/2}}{\sqrt\pi}\,J,\qquad
J=\frac12\int_1^\infty(x^4-3x^2+2x)\,e^{-tx^2}dx .
\]
Let $I_n=\int_1^\infty x^ne^{-tx^2}dx$. Then $I_1=e^{-t}/(2t)$, and for $n\ge2$ integration by parts gives $I_n=[e^{-t}+(n-1)I_{n-2}]/(2t)$. Hence
\begin{align*}
2J=I_4-3I_2+2I_1&=\frac{3e^{-t}}{2t}+\frac{3(1-2t)}{2t}\,I_2\\
&=\frac{3e^{-t}}{2t}+\frac{3(1-2t)}{4t^2}\left(e^{-t}+I_0\right)\\
&=\frac{3}{4t^2}\left[e^{-t}+(1-2t)I_0\right].
\end{align*}
With $I_0=\sqrt\pi\,\mathrm{erfc}(\sqrt t)/(2\sqrt t)$,
\begin{equation}
\delta=-\frac{3}{2\sqrt{\pi t}}\left[e^{-t}+(1-2t)\frac{\sqrt\pi\,\mathrm{erfc}(\sqrt t)}{2\sqrt t}\right].
\label{delta}
\end{equation}
For large $t$ the integral comes from a thin layer. With $x=1+\eta$ and $\eta\sim1/t$, the polynomial in $J$, including its factor $\frac12$, is $\frac32\eta^2$ to leading order, and $e^{-tx^2}\approx e^{-t}e^{-2t\eta}$. So $J\approx\frac32e^{-t}\cdot2/(2t)^3=3e^{-t}/(8t^3)$ and
\[
\delta\approx-\frac{3}{2\sqrt\pi}\,t^{-3/2}e^{-t}.
\]

\subsection*{Why the error is exponentially small}

A variational bound limits the energy from one side. For the size of the deviation, take the scaled Schr\"odinger equations of the true state $\psi$ and of $\phi$, project each on the other state and subtract:
\[
(\varepsilon-\varepsilon_{\rm osc})\,\langle\phi|\psi\rangle=\langle\phi|\Delta v|\psi\rangle .
\]
If $\psi$ could be replaced by $\phi$, the deviation would be $\delta$. The following estimate, which is not a proof, says how good this is. Near the surface $\phi$ decays at the rate $t$ per unit $x$. Write $\psi=\phi\,(1+f)$ with small $f$. At depth $\eta$ outside, $2s\,\Delta v\approx-3t^2\eta^2$, and equation (\ref{scaled}) gives to leading order
\[
f''-2tf'=-3t^2\eta^2,\qquad f'=\frac32t\eta^2+\frac32\eta+\frac3{4t},
\]
where primes denote $d/d\eta$ and the solution growing as $e^{2t\eta}$ has been dropped from $f'$. Just inside the surface the right side is zero and $f$ dies off inward as $e^{2t\eta}$ with $\eta<0$. Equal slopes at $\eta=0$ then give $f(0)\approx3/(8t^2)$, so outside
\[
f\approx\frac3{8t^2}+\frac{3\eta}{4t}+\frac34\eta^2+\frac12t\eta^3 .
\]
With $\eta\sim1/t$ every term is positive and of order $1/t^2$, so the ratio of the true deviation to $\delta$ should approach 1 from above.

The roots of (\ref{match}) support this:
\begin{center}
\begin{tabular}{rrrr}
$t$ & $\varepsilon$ & $\varepsilon_{\rm osc}$ & $(\varepsilon-\varepsilon_{\rm osc})/\delta$\\
2 & $-0.79620$ & $-0.75000$ & 1.550\\
3 & $-1.00858$ & $-1.00000$ & 1.331\\
5 & $-1.20050$ & $-1.20000$ & 1.152\\
10 & $-1.35000$ & $-1.35000$ & 1.047\\
20 & $-1.42500$ & $-1.42500$ & 1.014
\end{tabular}
\end{center}
When $t$ doubles from 5 to 10 and from 10 to 20, the excess of the ratio over 1 falls by factors of about 3.2 and 3.4. A pure $1/t^2$ law would give 4; the numbers move toward it without establishing it. This answers part (b): the energy tends to (\ref{osc}), with an error in units of $k/R$ that falls essentially as $t^{-3/2}e^{-t}$, where $t=\sqrt{R/a}$.

\subsection*{Where lead stands}

For lead size $\hbar\omega=11.03$ MeV and the well is $24.95$ MeV deep, so
\[
B_{\rm osc}=24.95-\tfrac32(11.03)=8.40\ \text{MeV},
\]
which is $19\%$ below the $10.4$ MeV of the full solution. Adding $-\delta k/R=0.0699\times16.63=1.16$ MeV raises the lower bound to $9.56$ MeV, still $8\%$ short. The reason is visible in the lengths: $b=5.8$ fm is not small compared with $R=7.1$ fm. The Gaussian has an rms radius $\sqrt{3/2}\,b=7.1$ fm, whereas the muon's is $9.3$ fm, because the true potential outside rises more slowly than the parabola. The squared overlap of the two states is $0.912$; at $s=9$ it has grown to $0.996$. Lead is on the way to the oscillator limit, not in it.

\section*{Limits of the model}

The ratio $\langle T\rangle/(\mu c^2)=0.048$ shows that the motion is only mildly relativistic, but it does not by itself give the relativistic correction to $B$, which is left out here. Vacuum polarization, the diffuse nuclear surface and excitation of the nucleus are also left out. The $10.4$ MeV is therefore the answer for this model, not a prediction of a measured energy to three figures. For scale: the Dirac equation with the reduced mass in the same sphere raises $B$ by about $0.07$ MeV, and a Fermi surface of diffuseness $0.52$ fm at the same rms charge radius raises it by about $0.05$ MeV more. The further digits quoted above serve only to compare methods of solving the same model.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Z = 82, nuclear mass = 208 u, R = 7.10 fm
reduced mass mu = 1.882505e-28 kg
mu c^2 = 105.601 MeV
k = 1.891804e-26 J m
a = 3.1228 fm
s = R/a = 2.27362, t = sqrt(s) = 1.50785
k/R = 16.6306 MeV
point-charge binding = 18.9058 MeV
well depth 3k/(2R) = 24.9459 MeV
hbar omega = 11.0293 MeV
oscillator length b = 5.7820 fm
eps (matching root) = -0.626283
A = 0.091281, p = 1.687560, nu = 1.347283
R u'/u at surface: inside -0.168945, outside -0.168945
1s binding, matching = 10.41544 MeV = 1.66874e-12 J
1s binding, grid = 10.41544 MeV
binding / point-charge binding = 0.5509
oscillator binding = 8.4019 MeV
tail shift delta = -0.06990 k/R
oscillator binding with tail shift = 9.5644 MeV
small-nucleus shift for lead size = 78.185 MeV
small-nucleus formula, true/formula shift at s=0.005: 0.99361
probability inside sphere = 0.4355
rms muon radius = 9.324 fm
rms radius, point charge = 5.409 fm
mean kinetic energy = 5.0998 MeV
mean potential energy = -15.5152 MeV
<T>/(mu c^2) = 0.0483
squared overlap with oscillator state: lead 0.91196, s=9 0.99610
t, eps, oscillator eps, deviation (units k/R), deviation/delta:
  2 -0.79620096 -0.75000000 -4.6201e-02 1.55044
  3 -1.00857749 -1.00000000 -8.5775e-03 1.33114
  5 -1.20050343 -1.20000000 -5.0343e-04 1.15250
 10 -1.35000117 -1.35000000 -1.1670e-06 1.04721
 20 -1.42500000 -1.42500000 -1.8883e-11 1.01405
\end{verbatim}
